# Why a Weakly Bound Inhibitor Can Overshoot Its Equilibrium Coverage

**Q.** I dose a rapidly adsorbing, weakly bound inhibitor and a precursor together onto a clean oxide. Suppose the inhibitor coverage rises quickly, passes through a maximum and then falls, although both gas pressures are constant. How can a coverage exceed the value it is heading for?

**A.** Take the simplest model in which the question makes sense. Inhibitor A and precursor B compete for identical sites, each holding at most one molecule. Temperature and gas pressures are fixed, adsorption is reversible, and adsorbed molecules do not interact. Let $\theta_A,\theta_B$ be the occupied fractions and $v=1-\theta_A-\theta_B$ the vacant fraction. Then

$$\dot\theta_A=a v-\alpha\theta_A,\qquad \dot\theta_B=b v-\beta\theta_B .$$

Here $a,b$ are arrival rates per empty site, proportional to the respective pressures, and $\alpha,\beta$ are desorption rates. All four are positive. The surface starts empty.

At the final state both derivatives vanish. With $K_A=a/\alpha$ and $K_B=b/\beta$, this gives $\theta_A^*=K_Av^*$ and $\theta_B^*=K_Bv^*$. The fractions sum to one, so

$$v^*=\frac{1}{1+K_A+K_B},\qquad \theta_A^*=\frac{K_A}{1+K_A+K_B}.$$

At first, however, $v\approx1$ and desorption is negligible, so $\theta_A\approx at$ and $\theta_B\approx bt$. The coverage ratio starts at $a/b$ and ends at $K_A/K_B=(a/b)(\beta/\alpha)$. Arrival rates select the early population; equilibrium constants select the final one.

**Q.** Does a changing ratio prove that A overshoots? Perhaps both coverages could still rise steadily. What is the actual condition?

**A.** We need the relaxation rates. Let $x=\theta_A-\theta_A^*$ and $y=\theta_B-\theta_B^*$. Since $v-v^*=-x-y$,

$$\dot x=-(a+\alpha)x-ay,\qquad \dot y=-bx-(b+\beta)y .$$

For solutions proportional to $e^{-\lambda t}$, the determinant of the coefficients must vanish:

$$P(\lambda)=(a+\alpha-\lambda)(b+\beta-\lambda)-ab=0.$$

Multiplying out in the groups $\alpha-\lambda$ and $\beta-\lambda$ cancels $ab$:

$$P(\lambda)=(\alpha-\lambda)(\beta-\lambda)+a(\beta-\lambda)+b(\alpha-\lambda).$$

Therefore $P(\beta)=b(\alpha-\beta)$ and $P(\alpha)=a(\beta-\alpha)$. Suppose $\alpha>\beta$. The upward-opening parabola $P$ is positive at $\beta$, negative at $\alpha$, and positive again at large $\lambda$. Its roots satisfy

$$\beta<\lambda_1<\alpha<\lambda_2 .$$

If $\alpha<\beta$, exchanging the species gives $\alpha<\lambda_1<\beta<\lambda_2$. If $\alpha=\beta$, factorization gives $\lambda_1=\alpha$ and $\lambda_2=\alpha+a+b$. The rates are real in every case, so the coverages do not oscillate.

Now write $\dot\theta_A=p e^{-\lambda_1t}+q e^{-\lambda_2t}$. The empty start gives $\dot\theta_A(0)=a$ and $\dot v(0)=-(a+b)$. Differentiating the rate equation gives $\ddot\theta_A(0)=-a(a+b+\alpha)$. Hence

$$p+q=a,\qquad \lambda_1p+\lambda_2q=a(a+b+\alpha).$$

The coefficient of $\lambda$ in $P$ shows that $\lambda_1+\lambda_2=a+b+\alpha+\beta$, so the second right-hand side is $a(\lambda_1+\lambda_2-\beta)$. Subtracting $\lambda_1$ times the first equation gives $q(\lambda_2-\lambda_1)=a(\lambda_2-\beta)$. Then $p=a-q$ completes

$$\dot\theta_A=\frac{a}{\lambda_2-\lambda_1}\left[(\lambda_2-\beta)e^{-\lambda_2t}-(\lambda_1-\beta)e^{-\lambda_1t}\right].$$

If $\alpha>\beta$, both brackets in $\lambda$ are positive. The derivative starts positive and its slower, negative term wins later. It changes sign once. Coverage A therefore rises to one maximum and descends towards $\theta_A^*$, so the maximum lies above $\theta_A^*$. If $\alpha\le\beta$, then $\lambda_1\le\beta$ and the derivative stays positive. For an empty start, the condition is thus

$$\boxed{\text{A overshoots if and only if }\alpha>\beta.}$$

Exchanging $a$ with $b$ and $\alpha$ with $\beta$ gives

$$\dot\theta_B=\frac{b}{\lambda_2-\lambda_1}\left[(\lambda_2-\alpha)e^{-\lambda_2t}+(\alpha-\lambda_1)e^{-\lambda_1t}\right],$$

which is positive when $\alpha>\beta$. B rises monotonically while A overshoots. So whenever the desorption rates differ, the species that desorbs faster overshoots; both coverages rise steadily only if $\alpha=\beta$, when their ratio stays constant.

**Q.** That condition contains only desorption rates. What happened to "rapidly adsorbing" and "weakly bound"?

**A.** They are connected through equilibrium. Let $k_i$ be the adsorption rate constant per unit pressure and $K_i^\circ=K_i/p_i$ the equilibrium constant per unit pressure. Then $\alpha=k_A/K_A^\circ$ and $\beta=k_B/K_B^\circ$. If A adsorbs faster, $k_A>k_B$, and binds more weakly in the sense $K_A^\circ<K_B^\circ$, then $\alpha>\beta$ follows. Your two properties are sufficient together, but neither is necessary. Pressure cancels from the condition, though it affects the size and time of the peak.

I compared the condition with direct propagation for 400 random rate sets, with arrival rates between 0.3 and 3 and desorption rates between 0.1 and 3 in a common unit. Pairs of nearly equal desorption rates were excluded. The condition held in all 400. In 115 sets A overshot although it arrived more slowly than B; in 100 it did not overshoot although it arrived faster.

**Q.** I follow the algebra, but what is the physical cause? Does the precursor push the inhibitor off the surface?

**A.** Not in this model. Each A molecule leaves at rate $\alpha$, whether B is nearby or not. B occupies sites that departing A molecules would otherwise have left open for replacements.

To see the role of time, multiply $\dot\theta_A+\alpha\theta_A=av$ by $e^{\alpha t}$ and integrate from the empty start:

$$\theta_A(t)=a\int_0^t e^{-\alpha(t-s)}v(s)\,ds .$$

A's coverage is a record of past vacancy, with memory time $1/\alpha$. B keeps a similar record with memory time $1/\beta$.

We also need the vacancy. Add the two coverage derivatives and use $P(\lambda)=0$ in the form $a(\lambda-\beta)+b(\lambda-\alpha)=(\lambda-\alpha)(\lambda-\beta)$. Since $\dot v=-\dot\theta_A-\dot\theta_B$, integration gives

$$v=v^*+w_1e^{-\lambda_1t}+w_2e^{-\lambda_2t},$$

$$w_1=\frac{(\alpha-\lambda_1)(\lambda_1-\beta)}{\lambda_1(\lambda_2-\lambda_1)},\qquad w_2=\frac{(\lambda_2-\alpha)(\lambda_2-\beta)}{\lambda_2(\lambda_2-\lambda_1)}.$$

For $\alpha>\beta$ both weights are positive. Vacancy starts too high and falls steadily to $v^*$.

At late times only the slow excess $w_1e^{-\lambda_1t}$ matters. Substitute a response $Ce^{-\lambda_1t}$ into each rate equation. For A, $(\alpha-\lambda_1)C=aw_1$; for B, $(\beta-\lambda_1)C=bw_1$. Thus

$$\theta_A-\theta_A^*\simeq\frac{aw_1}{\alpha-\lambda_1}e^{-\lambda_1t}>0,\qquad
\theta_B-\theta_B^*\simeq-\frac{bw_1}{\lambda_1-\beta}e^{-\lambda_1t}<0.$$

A's memory is shorter than the time for which surplus vacancy persists, so A follows that surplus and is itself in surplus. B's memory is longer, so its coverage still reflects the bare surface on which it started.

**Q.** Put numbers on this. Which case would resemble my reactor?

**A.** Consider an ether-like inhibitor of mass 72 u and a metal-organic precursor of mass 200 u on a hydroxylated oxide at 450 K. Each pressure is 0.10 Torr, and there are 4 sites per nm². These and the following values are round model parameters, not data for a particular pair.

The gas flux onto a surface is $p/\sqrt{2\pi mk_BT}$. Multiplying by the sticking probability and dividing by the site density gives the arrival rate per empty site. A sticks with probability $2.0\times10^{-4}$. B has the same prefactor but an adsorption barrier of 0.10 eV. With $k_BT=0.03878$ eV,

$$S_B=2.0\times10^{-4}e^{-0.10/0.03878}=1.52\times10^{-5}.$$

The resulting arrival rates are $a=9.76$ s⁻¹ and $b=0.444$ s⁻¹.

The binding energies are 1.10 eV for A and 1.20 eV for B. B must also recross its adsorption barrier when leaving, so its desorption barrier is $1.20+0.10=1.30$ eV. With a desorption prefactor of $10^{13}$ s⁻¹,

$$\alpha=10^{13}e^{-1.10/0.03878}\ \text{s}^{-1}=4.79\ \text{s}^{-1},\qquad \beta=0.0276\ \text{s}^{-1}.$$

Thus $K_A=2.04$, $K_B=16.1$, and $\alpha/\beta=174$. The coverage ratio A/B starts at 22 and ends at 0.126.

The relaxation rates are $\lambda_1=0.170$ s⁻¹ and $\lambda_2=14.85$ s⁻¹. A remembers for $1/\alpha=0.21$ s, the slow vacancy surplus lasts $1/\lambda_1=5.9$ s, and B remembers for $1/\beta=36$ s. These times are in the order required by the explanation.

**Q.** When is the maximum, and how high is it?

**A.** Setting $\dot\theta_A=0$ gives

$$t_p=\frac{1}{\lambda_2-\lambda_1}\ln\frac{\lambda_2-\beta}{\lambda_1-\beta}
=\frac{\ln(14.824/0.1428)}{14.681}\ \text{s}=0.316\ \text{s}.$$

At that moment $av=\alpha\theta_A$, or $\theta_A=K_A(1-\theta_A-\theta_B)$. Solving for $\theta_A$,

$$\theta_A(t_p)=\frac{K_A}{1+K_A}[1-\theta_B(t_p)].$$

The first factor is A's equilibrium coverage without B, here 0.6706. B occupies 0.0634 of the sites at the peak, so $\theta_A=0.6706\times0.9366=0.628$. The same balance holds at the final state, but B then occupies 0.8414 of the sites: $0.6706\times0.1586=0.106$. A's peak is 5.9 times its final coverage.

The inhibitor has nearly reached the equilibrium it would have alone. The precursor later removes most of the space in which that equilibrium can exist.

**Q.** How large can the overshoot become if I choose a still slower precursor?

**A.** Slow both adsorption and desorption of B by the same factor, holding $K_B$, $a$ and $\alpha$ fixed. To leading order in the small rates $b$ and $\beta$, $\lambda_2\simeq a+\alpha$. The product of the roots is $P(0)=a\beta+b\alpha+\alpha\beta$, so

$$\lambda_1\simeq\frac{a\beta+b\alpha+\alpha\beta}{a+\alpha}=\beta+\frac{b}{1+K_A}.$$

A's rapid equilibrium leaves a fraction $1/(1+K_A)$ of the B-free sites open, which slows B's arrival. In the example this estimate gives 0.174 s⁻¹, 2% above the full result.

The peak time grows only logarithmically as B is slowed, while $\theta_B(t_p)\le bt_p$. B's coverage at the peak therefore tends to zero, and

$$\frac{\theta_A(t_p)}{\theta_A^*}\longrightarrow
\frac{K_A/(1+K_A)}{K_A/(1+K_A+K_B)}
=1+\frac{K_B}{1+K_A}=6.30.$$

This is an upper limit, since any B present lowers the peak. In the other direction, making both B rates 10 times faster reduces the ratio to 4.3, and 100 times faster to 1.45. At 300 times, $\beta$ exceeds $\alpha$ and A has no overshoot. As $\beta$ approaches $\alpha$ from below, $\lambda_1-\beta$ tends to zero and the excess at the peak vanishes. The peak time diverges in this limit, but only logarithmically: with both B rates 100 times faster the peak still comes at 0.07 s, earlier than in the original example.

**Q.** Would raising the inhibitor pressure strengthen the effect?

**A.** It depends on whether you mean coverage or ratio. With B's pressure held at 0.10 Torr, the results are:

- at 0.01 Torr of A, peak 0.139 and final coverage 0.012;
- at 0.10 Torr, peak 0.628 and final coverage 0.106;
- at 1.00 Torr, peak 0.948 and final coverage 0.543.

In this example the peak rises, but the final coverage rises by a larger factor, so the ratio falls. The excess in coverage is largest at the middle of these three pressures.

**Q.** Does going past equilibrium conflict with thermodynamics?

**A.** No. The second law constrains the free energy of the whole surface in contact with its gases, not each coverage separately. For this ideal lattice, its excess per site divided by $k_BT$ is

$$F=\sum_{i=A,B,v}\theta_i\ln\frac{\theta_i}{\theta_i^*},\qquad \theta_v=v .$$

Let $r_i=\theta_i/\theta_i^*$. Detailed balance gives $av^*=\alpha\theta_A^*\equiv J_A$, and similarly $J_B$ for B. Each rate equation becomes $\dot\theta_i=J_i(r_v-r_i)$. Differentiate $F$; the extra terms $\sum_i\dot\theta_i$ vanish because the fractions sum to one. Using $\dot v=-\dot\theta_A-\dot\theta_B$,

$$\dot F=\sum_{i=A,B}J_i(r_v-r_i)(\ln r_i-\ln r_v)\le0,$$

since the two differences have opposite signs. At A's peak, $r_A=r_v=5.9$: A is balanced with the vacancies, but both are in surplus because B is still scarce.

**Q.** What if I dose the precursor first and let it equilibrate before admitting the inhibitor?

**A.** Then the overshoot disappears. B initially satisfies $bv_0=\beta\theta_B$, so $\dot v(0)=-av_0$ and $\ddot\theta_A(0)=-(a+\alpha)\dot\theta_A(0)$. Using the same two-exponential form for $\dot\theta_A$, its coefficients obey

$$p+q=av_0,\qquad \lambda_1p+\lambda_2q=(a+\alpha)av_0 .$$

Thus $p$ is proportional to $\lambda_2-(a+\alpha)$ and $q$ to $(a+\alpha)-\lambda_1$, with the same positive factor. Since $P(a+\alpha)=-ab<0$, the value $a+\alpha$ lies between the roots. Both coefficients are positive and A rises monotonically. In the example B starts at 0.94, and after 20 s A has reached 0.104, still below 0.106.

**Q.** How far should I trust these numbers for a real deposition process?

**A.** The temperature and pressures are plausible for thermal atomic layer deposition, but A's sticking probability is low for a molecule without an adsorption barrier. At fixed $\alpha$, ten times more sticking has the same effect in this model as ten times more pressure: peak 0.95 and final coverage 0.54. If A's sticking probability were 0.1, with $\alpha$ and both of B's rates unchanged, the peak would be 0.999 and the final coverage 0.98, so the overshoot would almost disappear. If B's arrival rate also rose by the same factor of 500, at fixed $\beta$, the peak would be 0.96 and the final coverage 0.11. The size of the overshoot therefore depends on the balance between arrival and desorption chosen for both species. The barriers matter too. Changing A's desorption barrier to 1.05 or 1.15 eV changes its peak to 0.34 or 0.83. So does the desorption prefactor, which for molecules of this size can be well above $10^{13}$ s⁻¹. With $10^{15}$ s⁻¹ for both species, and the barriers and arrival rates unchanged, A's peak is only 0.020 and its final coverage 0.017: the overshoot remains, but the surface is never rich in inhibitor.

The assumption most clearly broken in deposition is reversibility: a precursor commonly reacts with surface hydroxyl groups and loses a ligand. I therefore changed one assumption at a time, using mean-field rates:

- Conversion of B into a permanent product, with a 1.35 eV barrier, leaves the peak at 0.628 but lowers A to 0.078 at 60 s. This barrier makes conversion slower than B's desorption; with a barrier of 1.15 eV or less the peak is unchanged but A is only about $10^{-4}$ at 60 s. A then tends to zero as the product fills the sites, so the final coverage of the reversible model is no longer a steady state.
- Repulsion that lowers both desorption barriers by 0.05 eV at full coverage reduces the peak to 0.48, 23% below the simple model.
- The one-site model ends with 3.4 precursor molecules per nm², which is crowded for a bulky metal-organic molecule. A precursor needing two sites leaves the peak near 0.63 but raises A at 60 s to 0.28, cutting the peak-to-late ratio to 2.3. These values take B's uptake rate as $bv^2$; with $2bv^2$ the peak is 0.59, A at 60 s is 0.21 and the ratio is 2.8.
- Gas filling and depletion, for a 0.05 s residence time and a 1 cm gap between two adsorbing surfaces, delay the peak to 0.40 s and lower it by 1%. Filling alone accounts for most of the delay, moving the peak to 0.38 s.

In this example the maximum survives each change, but each change alters its height, the later coverage, or both. The boxed condition itself belongs to the reversible one-site model and need not carry over. With irreversible conversion, for instance, A must eventually fall to zero, so it passes through a maximum even if $\alpha<\beta$. Local correlations, unequal sites and transport into deep trenches remain outside these estimates.

**Q.** Could I stop the dose at the maximum and keep the inhibitor-rich surface?

**A.** Only briefly. If a purge removes both gases and nothing readsorbs, then $\dot\theta_A=-\alpha\theta_A$, and A's coverage falls by a factor $e$ in 0.21 s. From an empty start, overshoot in the reversible model requires only that A desorb faster than B, but here A's desorption is also fast in absolute terms, which makes the peak hard to preserve. During the dose, A slows B rather than excluding it: at the peak 0.31 of the sites are open, against 0.94 if A were absent at the same B coverage. The inhibitor therefore lengthens the time the precursor needs to fill the surface. In this reversible model the relaxation time is $1/\lambda_1$, about 6 s, against $1/(b+\beta)=2.1$ s without A. The main values of the example are in the numerical output below.

## Table of computed values

```
Random cases tested: 400
  overshoot although A arrives slower: 115
  no overshoot although A arrives faster: 100
Temperature: 450 K; kT: 0.03878 eV
Pressures A, B: 0.10, 0.10 Torr
Masses A, B: 72, 200 u
Site density: 4.0 nm^-2
Sticking prefactor: 2.0e-04
Sticking on empty sites A, B: 2.00e-04, 1.52e-05
Desorption prefactor: 1.0e+13 s^-1
Binding energies A, B: 1.10, 1.20 eV
Adsorption barrier B: 0.10 eV
Desorption barriers A, B: 1.10, 1.30 eV
Arrival rates a, b: 9.7576, 0.4442 s^-1
Desorption rates alpha, beta: 4.7923, 0.02758 s^-1
KA, KB: 2.0361, 16.1029
K per pressure A, B: 20.36, 161.03 Torr^-1
Initial uptake ratio A/B: 21.968; final ratio: 0.1264
Relaxation rates lam1, lam2: 0.17035, 14.8513 s^-1
Slow-limit estimate of lam1: 0.17388 s^-1
Slow relaxation time: 5.870 s
Vacancy weights slow, fast: 0.2638, 0.6839
Peak time: 0.3162 s
At peak A, B, vacant: 0.6281, 0.0634, 0.3085
Final A, B, vacant: 0.1064, 0.8414, 0.0522
Peak/final A: 5.904; upper limit: 6.304
A-alone equilibrium coverage: 0.6706
B-first start: B = 0.9415, largest A up to 20 s = 0.1041
Desorption-rate ratio alpha/beta: 173.74
Both B rates multiplied by s (same equilibrium): peak/final A
  s = 0.01: 6.2967
  s = 1: 5.9043
  s = 10: 4.2690
  s = 100: 1.4485
  s = 300: 1.0000
Inhibitor pressure: peak A, final A
  0.01 Torr: 0.1389, 0.0118
  0.10 Torr: 0.6281, 0.1064
  1.00 Torr: 0.9476, 0.5435
Inhibitor desorption barrier: peak A, final A
  1.05 eV: 0.3405, 0.0318
  1.15 eV: 0.8306, 0.3018
Repulsion at full coverage: 0.05 eV
Conversion barrier, rate: 1.35 eV, 0.00760 s^-1
Gas residence time, gap: 0.05 s, 1.0 cm
Surface sites per gas molecule of A: 0.373
Extended models: peak time (s), peak A, A at 60 s
  simple model: 0.316, 0.6281, 0.1064
  lateral repulsion: 0.193, 0.4809, 0.0962
  two-site precursor: 0.346, 0.6255, 0.2759
  irreversible conversion: 0.316, 0.6281, 0.0784
  gas filling and depletion: 0.404, 0.6225, 0.1064
```
